# A Frozen Core Is Not an Effective Core Potential

## Three electrons

Take a lithium atom in the restricted mean-field picture: two electrons in $1s$, one in $2s$. Use real orbitals, a fixed nucleus, the nonrelativistic Hamiltonian and hartree atomic units, as throughout this essay.

Now do a correlated calculation with the core frozen. The rule is that every determinant keeps $1s$ doubly occupied. The third electron may go into any orbital $a$ orthogonal to $1s$, so a superposition of the allowed determinants is again one determinant, with $a$ a superposition of the allowed orbitals. But the self-consistent field (SCF) calculation has already minimised the energy over both orbitals together, and therefore over $a$ at fixed $1s$. The best $a$ is the old $2s$. The frozen-core correlation energy is zero, and the wavefunction is unchanged: three electrons, with the $1s$ orbital that the SCF calculation found.

The $2s$ orbital also keeps its radial node. Write an $s$ orbital as $u(r)/(r\sqrt{4\pi})$. Orthogonality then reads

$$\int_0^\infty u_{1s}(r)\,u_{2s}(r)\,dr=0 .$$

If $u_{1s}$ is positive everywhere, $u_{2s}$ must take both signs, or the integral could not vanish.

An effective core potential (ECP) treats the same atom differently. It deletes the two core electrons and places one electron in a prescribed potential. Throughout this essay the ECP is semilocal, a local function of $r$ for each angular momentum, as is the one used below for sodium; potentials that carry nonlocal projectors onto stored core orbitals can keep the inner nodes and are not covered by what follows. There is no $1s$ orbital left to be orthogonal to. The valence orbital is now the lowest $s$ state of a radial equation with a local potential, and such a state has no node: if $u$ changed sign, $|u|$ would have the same energy but a kink, and smoothing the kink would lower the energy below the supposed minimum.

Both methods have one active electron and zero correlation energy, yet their wavefunctions differ in electron number and in shape.

## The belief and its appeal

The belief is that freezing the core in a correlated calculation amounts to using an ECP: the core becomes an inert background, and the valence electrons move in its field.

Part of this is right. A frozen-core calculation can be rewritten as a valence-only problem, as follows.

Let $c,d$ label doubly occupied core orbitals and $p,q$ orbitals orthogonal to them. Define

$$(pq|rs)=\iint \frac{p(\mathbf r_1)q(\mathbf r_1)\,r(\mathbf r_2)s(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2 ,$$

with $J_{cd}=(cc|dd)$ and $K_{cd}=(cd|dc)$. The energy of one determinant is the nuclear repulsion $E_{\rm nuc}$, plus a one-electron term for each occupied spin orbital, plus half the sum over ordered pairs of Coulomb minus exchange, where exchange acts between equal spins.

*Core with core.* Each pair of spatial orbitals $c,d$ has four spin combinations, two of them with equal spins. The pair sum is $\tfrac12\sum_{cd}(4J_{cd}-2K_{cd})$, so

$$E_{\rm core}=E_{\rm nuc}+2\sum_c h_{cc}+\sum_{cd}(2J_{cd}-K_{cd}).$$

*Core with valence.* Each such pair occurs in two orders, which cancels the factor $\tfrac12$. A valence electron in $p$ meets two electrons in each $c$, one of them with its own spin. It gains $\sum_c[2(pp|cc)-(pc|cp)]$.

*Different determinants.* If two determinants differ in one valence orbital, $p$ against $q$ with the same spin, their matrix element is $h_{pq}$ plus Coulomb minus exchange with every shared electron. The core part of this is the same expression with one $p$ replaced by $q$. If they differ in two orbitals, the matrix element contains those orbitals alone and no core term.

In all cases the core enters through the constant $E_{\rm core}$ and through

$$(h_{\rm eff})_{pq}=h_{pq}+\sum_c\left[2(pq|cc)-(pc|cq)\right].$$

The frozen-core energy is therefore

$$E_{\rm FC}=E_{\rm core}+\Big\langle\Phi_v\Big|\sum_i h_{\rm eff}(i)+\sum_{i<j}\frac1{r_{ij}}\Big|\Phi_v\Big\rangle ,$$

where $\Phi_v$ is a normalised function of the valence electrons. This looks very much like an ECP calculation.

## Where the likeness ends

Two conditions are attached to the formula.

First, $h_{\rm eff}$ is built from the core orbitals of the molecule at hand. They come from an SCF calculation on all electrons, and they change when the atoms move. An ECP of the usual kind has parameters fixed in advance and carried from molecule to molecule.

Second, $\Phi_v$ must be built from orbitals orthogonal to the core. Without this condition the valence electrons would fall into the core. For a $1s^2$ core,

$$\langle 1s|h_{\rm eff}|1s\rangle=h_{1s,1s}+2J_{1s,1s}-K_{1s,1s}=h_{1s,1s}+J_{1s,1s},$$

because $K_{1s,1s}=J_{1s,1s}$. This has the form of the $1s$ orbital energy of the two-electron ion (it equals it when $1s$ is the ion's own orbital) and lies far below any valence level. In a frozen-core calculation orthogonality forbids the fall. In an ECP the potential itself has to prevent it.

The word "frozen" thus describes the correlation step. The core is not excited there, and its orbitals do not readjust to the correlated motion of the valence electrons. They have already adjusted to the molecule at the mean-field level.

## Sodium hydride

NaH has twelve electrons. Its core, Na $1s^22s^22p^6$, holds ten of them in five orbitals, which leaves a valence pair. The bond length is set to 3.6 bohr. Sodium has an uncontracted Gaussian basis of $s$, $p$ and $d$ functions, and hydrogen has cc-pVTZ. The ECP is the LANL2DZ potential for sodium, used with the same basis less its steepest functions.

The SCF method is restricted Hartree–Fock (RHF). It treats 12 electrons in the all-electron calculation and 2 with the ECP. Correlation is added by coupled cluster with single and double excitations (CCSD), with the five lowest RHF orbitals frozen:

$$E_{\rm FC}=-162.382976-0.035874=-162.418850\ \text{hartree}.$$

The first term is the all-electron RHF energy, with its relaxed core. The digits belong to this basis. In a larger basis, with one steeper $d$ and one $f$ function added on sodium and cc-pVQZ on hydrogen, the RHF energy falls by 0.0003 hartree and the correlation energy becomes $-0.0370$ hartree. A denser set of $s$ and $p$ functions lowers the energy of the free sodium atom by 0.008 hartree.

The valence-only form can be checked separately. Write the spatial part of the singlet pair as $\sum_{pq}C_{pq}\,p(\mathbf r_1)q(\mathbf r_2)$ with $C$ symmetric. Projecting the two-electron Schrödinger equation on $p(\mathbf r_1)q(\mathbf r_2)$ gives

$$\sum_r (h_{\rm eff})_{pr}C_{rq}+\sum_r C_{pr}(h_{\rm eff})_{rq}+\sum_{rs}(pr|qs)\,C_{rs}=\varepsilon\,C_{pq},$$

and the total energy is $E_{\rm core}+\varepsilon$. This is full configuration interaction (full CI) for the pair. CCSD must agree with it, since two electrons allow no excitation beyond a double, and the single and double amplitudes can represent any state that overlaps the reference. The numerical check solves both problems and tests their agreement; the totals differ by $4\times10^{-10}$ hartree.

## How much the core relaxed

To measure the relaxation, undo it. Take the five core orbitals of a free sodium atom, hold them fixed in NaH, and optimise the remaining doubly occupied orbital in the space orthogonal to them. The determinants searched in this way are a subset of those searched by RHF, so

$$\Delta E_{\rm relax}=E_{\rm fixed}-E_{\rm RHF}\ge 0 .$$

The measure does not depend on how the occupied RHF orbitals are mixed among themselves, because such mixing leaves the determinant unchanged. If the atomic core lay wholly within the occupied space of the molecule, $\Delta E_{\rm relax}$ would vanish. The result is

$$\Delta E_{\rm relax}=-162.381563-(-162.382976)=0.001413\ \text{hartree},$$

or 3.71 kJ/mol. This is about 4% of the size of the valence correlation energy: small, but not zero.

Is this merely the core of a neutral atom turning into the core of an ion? If it were, starting from the core of free Na$^+$ would remove most of it. It does not: the ion core gives 0.00161 hartree, slightly more than the atomic core. With the atomic core and the bond stretched to 5.0 bohr, the relaxation energy falls to 0.00085 hartree. In this basis the core therefore changes with its surroundings, and the change depends on geometry. The hydrogen functions that the free-atom core lacked do not explain it: giving them to the free atom changes the relaxation energy at 3.6 bohr only from 0.001413 to 0.001415 hartree. In the larger basis the values at 3.6 bohr are 0.00144 hartree for the atomic core and 0.00163 hartree for the ion core, a shift of about 2% with the same ordering. Polarisation of the core by the hydrogen side of the molecule would fit both findings, but the calculation does not isolate that mechanism.

The relaxation also survives in the correlated energy. Full CI for the valence pair around the fixed atomic core gives $-162.417607$ hartree, which is 0.001243 hartree above the value with the relaxed core. The valence pair recovers 0.00017 hartree of the penalty through a slightly larger correlation energy. The rest remains, since the core orbitals are held fixed and no rearrangement of the valence pair can change them.

## The nodes

For NaH, let $u(r)$ be $r\sqrt{4\pi}$ times the average of the valence orbital over a sphere of radius $r$ about sodium. This picks out the $s$ component. Sign changes are counted between lobes higher than 1% of the largest $|u|$ within 2.5 bohr.

The $s$ component of the all-electron orbital has two nodes, at 0.194 and 1.044 bohr. Its lobe of opposite sign reaches 33% of the largest $|u|$ in this range. The $s$ component of the ECP orbital has no node there.

Two nodes are what a valence $s$ orbital outside $1s$ and $2s$ should have. The reason can be shown for an atom with a local central potential. Let $W=u_{1s}u_{2s}'-u_{2s}u_{1s}'$. The two radial equations, $u''=2(V-\varepsilon)u$, give

$$W'=u_{1s}u_{2s}''-u_{2s}u_{1s}''=2(\varepsilon_{1s}-\varepsilon_{2s})\,u_{1s}u_{2s}.$$

$W$ vanishes at $r=0$ and at infinity. Its derivative changes sign once, at the node of $2s$, so $W$ itself keeps one sign in between. Since $(u_{2s}/u_{1s})'=W/u_{1s}^2$, the ratio $u_{2s}/u_{1s}$ is monotonic.

Suppose now that a valence function $u$, orthogonal to both, had a single node at $r=b$. Choose $k$ so that $w=u_{2s}-k\,u_{1s}$ vanishes at $b$. Because the ratio is monotonic, $w$ changes sign there and nowhere else. The product $wu$ then has one sign, and $\int wu\,dr\neq0$, which contradicts orthogonality. With no node at all, orthogonality to $1s$ already fails. So there are at least two. Hartree–Fock exchange is not a local potential, and a molecule is not spherical, so for NaH this argument is a guide and the count comes from the calculation.

The role of orthogonality can be tested directly. The ECP orbital $\varphi$ is not orthogonal to the atomic core. Its overlaps with $1s$ and $2s$ have magnitudes 0.0012 and 0.0895, and its total weight in the five core orbitals is 0.0125. Remove that part:

$$\varphi'=\varphi-\sum_c c\,\langle c|\varphi\rangle,\qquad \langle d|\varphi'\rangle=\langle d|\varphi\rangle-\langle d|\varphi\rangle=0 ,$$

where the core orbitals are orthonormal. The $s$ component of $\varphi'$ has two nodes, at 0.195 and 1.070 bohr, close to those of the all-electron orbital. Taking out little more than 1% of the orbital's weight is enough to restore the nodes, though not the full inner amplitude: the lobe of opposite sign reaches 30% instead of 33%, and the value next to the nucleus is 86% of the all-electron one.

## Orbital nodes and many-electron nodes

Quantum Monte Carlo (QMC) makes a further distinction necessary. Its fixed-node form uses the surface on which the many-electron wavefunction vanishes, and this is not the set of orbital nodes.

Lithium shows the difference. Its two electrons of equal spin have the determinant

$$D=1s(\mathbf r_1)\,2s(\mathbf r_2)-1s(\mathbf r_2)\,2s(\mathbf r_1).$$

Replace $2s$ by $2s+\lambda\,1s$. The added terms are $\lambda\,1s(\mathbf r_1)1s(\mathbf r_2)-\lambda\,1s(\mathbf r_2)1s(\mathbf r_1)=0$. The orbital node moves, or even disappears, while $D$ stays the same. $D$ vanishes where the ratio $2s/1s$ is equal at the two positions. When that ratio is monotonic in $r$, as in the local-potential model, this means $r_1=r_2$. The nodal surface is a relation between the two electrons of equal spin, whatever the radius at which $2s$ changes sign.

A frozen-core wavefunction still has such a surface, because it keeps the core electrons. For lithium the surface is unchanged, since the determinant is the same. In NaH the superposition of determinants can shift the surface from its RHF position, but each determinant still contains six electrons of each spin. If the frozen-core wavefunction serves as a trial function in QMC, all twelve electrons must be sampled. With the ECP there are two electrons of opposite spin, and the spatial RHF function is $\varphi(\mathbf r_1)\varphi(\mathbf r_2)$. No pair of equal spins is left to impose a node.

The density at the sodium nucleus shows the same loss. It is roughly 800 bohr$^{-3}$ in the all-electron RHF calculation (793.5 in this Gaussian basis, which has no nuclear cusp, so the figure depends on the steepest exponent; for the free atom a denser, steeper $s$ set raises it from 794 to 831) and below $10^{-7}$ bohr$^{-3}$ with this ECP in this basis. The ECP figure depends on the basis and the potential: it is about $3\times10^{-5}$ bohr$^{-3}$ in the LANL2DZ basis itself, which is still negligible. A quantity that depends on the wavefunction at the nucleus cannot be read directly from the ECP result.

## Why the energies look alike

The CCSD correlation energy of the valence pair is $-0.035874$ hartree with the frozen core and $-0.036226$ hartree with the ECP. The difference is 1% of the frozen-core value. In the larger basis both energies grow by 0.0011 hartree in magnitude and the difference stays at 1%; three other ECPs with the same ten-electron core give differences between 1.0% and 1.3%. Someone who compares these two numbers alone has good reason to think the methods equivalent. At this bond length and in these basis sets they do give nearly the same valence correlation energy, which is what one wants from an ECP. The total energies have different zeros, since the ECP leaves out the energy of the core, and should not be compared.

Both approaches omit the explicit correlation of the core electrons. With all twelve electrons correlated, CCSD gives a correlation energy of $-0.304449$ hartree, so freezing the core leaves out

$$0.304449-0.035874=0.268575\ \text{hartree}$$

in magnitude, more than seven times the valence part. Even this is an estimate within CCSD and within a basis that has neither steep $d$ functions nor any $f$ functions on sodium. Both help to correlate the core, so the omitted part is underestimated here: in second-order perturbation theory it grows from 0.265 to 0.319 hartree in the larger basis. For an energy difference, what counts is how much the omitted part changes between the two structures, and that was not computed here.

The omission can be repaired explicitly in one case and not in the other. After a frozen-core calculation the core electrons and their orbitals are still present, and they can be correlated by lifting the restriction. After an ECP calculation there are no core electrons to correlate; their effect on the valence electrons can only be modelled, for example by a core polarisation potential or by fitting the ECP to correlated data.

## Table of computed values

```
NaH bond length: 3.6 bohr; longer bond: 5.0 bohr
Basis functions, all-electron / ECP: 80 / 70
Electrons in SCF, all-electron / ECP: 12 / 2
RHF energy, all-electron: -162.382976 hartree
Frozen-core CCSD correlation energy: -0.035874 hartree
Frozen-core CCSD total energy: -162.418850 hartree
Two-electron full CI in core field, total: -162.418850 hartree
Difference of these two totals: 3.6e-10 hartree
All-electron CCSD correlation energy: -0.304449 hartree
Correlation omitted by frozen core: -0.268575 hartree
RHF energy with fixed free-atom core: -162.381563 hartree
Core relaxation energy, free-atom core: 0.001413 hartree
  the same, converted: 3.71 kJ/mol
Core relaxation energy, free-ion core: 0.001608 hartree
Core relaxation, free-atom core, longer bond: 0.000852 hartree
Full CI total with fixed free-atom core: -162.417607 hartree
Rise of full CI total from fixing atomic core: 0.001243 hartree
Atomic-core weight outside occupied space: 2.84e-04 (of 5)
RHF energy, ECP (different zero): -0.713461 hartree
CCSD correlation energy, ECP: -0.036226 hartree
Inner nodes, all-electron valence orbital: 2
  node radii: 0.194, 1.044 bohr
Inner nodes, ECP valence orbital: 0
Opposite-sign lobe / max |u|, all-electron: 0.3316
Opposite-sign lobe / max |u|, ECP: 0.0000
Overlap of ECP orbital with atomic 1s: 0.00123
Overlap of ECP orbital with atomic 2s: 0.08951
Total weight of ECP orbital in atomic core: 0.01250
Inner nodes after removing core part: 2
  node radii: 0.195, 1.070 bohr
RHF density at Na nucleus, all-electron: 793.5 bohr^-3
RHF density at Na nucleus, ECP: 9.64e-09 bohr^-3
```
